\section*{Replacing a walker matrix by its Q factor}

\section{Problem}

In auxiliary-field Monte Carlo a walker is a Slater determinant, stored as a matrix of orbital coefficients. Let $c_p^\dagger$, $p=1,\dots,M$, create an electron in the $p$-th of $M$ orthonormal spin orbitals. An $M\times N$ matrix $\Phi$, with $N\le M$, stands for the $N$-electron state
\begin{equation}
|\Phi\rangle=b_1^\dagger b_2^\dagger\cdots b_N^\dagger|0\rangle,\qquad
b_j^\dagger=\sum_{p=1}^{M}c_p^\dagger\,\Phi_{pj}.
\label{state}
\end{equation}
The columns of $\Phi$ need not be orthogonal or normalised, but they are assumed linearly independent.

During a simulation $\Phi$ is factorised from time to time as $\Phi=QR$, where $Q$ is $M\times N$ with $Q^\dagger Q=1$ and $R$ is $N\times N$ and upper triangular. The program then continues with $Q$ in place of $\Phi$.

How is $|Q\rangle$ related to $|\Phi\rangle$? Check the answer for two electrons of the same spin in four orbitals, with
\begin{equation}
\Phi=\begin{pmatrix}1&6\\1&4\\3&2\\5&4\end{pmatrix}.
\label{phi}
\end{equation}
When may $R$ be forgotten, and when must it be kept?

\section{First estimate by scaling}

The state (\ref{state}) is linear in each column: multiplying column $j$ by $s$ multiplies $b_j^\dagger$, and hence $|\Phi\rangle$, by $s$. If the columns were orthogonal, orthonormalising them would mean dividing each by its length $\ell_j$. The state would lose the factor
\begin{equation}
F_0=\prod_{j=1}^{N}\ell_j .
\label{estimate}
\end{equation}
For the matrix (\ref{phi}), $\ell_1=\sqrt{1+1+9+25}=6$ and $\ell_2=\sqrt{36+16+4+16}=\sqrt{72}$, so $F_0=6\sqrt{72}\approx 50.9$.

The estimate ignores the angles between columns. It must fail when two columns become parallel, because the Pauli principle then makes the state vanish while the lengths stay finite.

\section{Exact solution}

\subsection{Two electrons}

Let $a_i^\dagger=\sum_p c_p^\dagger Q_{pi}$ be the creators belonging to $Q$. Inserting $\Phi_{pj}=\sum_i Q_{pi}R_{ij}$ into (\ref{state}) gives
\begin{equation}
b_j^\dagger=\sum_i a_i^\dagger R_{ij}.
\end{equation}
Since $R_{21}=0$, the two-electron state is
\begin{align}
b_1^\dagger b_2^\dagger|0\rangle
&=R_{11}a_1^\dagger\left(R_{12}a_1^\dagger+R_{22}a_2^\dagger\right)|0\rangle\nonumber\\
&=R_{11}R_{22}\,a_1^\dagger a_2^\dagger|0\rangle .
\end{align}
The term with $R_{12}$ vanishes because $(a_1^\dagger)^2=0$: adding to the second orbital a multiple of the first, which is already occupied, does nothing to the state.

\subsection{Any number of electrons}

Let $A$ be any $N\times N$ matrix. The columns of $\Phi A$ belong to the creators $\sum_i b_i^\dagger A_{ij}$, so
\begin{equation}
|\Phi A\rangle=\sum_{i_1,\dots,i_N}A_{i_1 1}\cdots A_{i_N N}\;
b_{i_1}^\dagger\cdots b_{i_N}^\dagger|0\rangle .
\end{equation}
The $b_i^\dagger$ are sums of the $c_p^\dagger$ and therefore anticommute with each other. Terms with a repeated index vanish. In the remaining terms $(i_1,\dots,i_N)$ is a permutation $\pi$ of $(1,\dots,N)$, and restoring the order $b_1^\dagger\cdots b_N^\dagger$ costs its sign:
\begin{equation}
|\Phi A\rangle=\sum_\pi \mathrm{sgn}(\pi)\,A_{\pi(1)1}\cdots A_{\pi(N)N}\,|\Phi\rangle
=\det(A)\,|\Phi\rangle .
\label{general}
\end{equation}
With $Q$ in the place of $\Phi$ and $R$ in the place of $A$,
\begin{equation}
|\Phi\rangle=|QR\rangle=\det(R)\,|Q\rangle,\qquad \det R=\prod_j R_{jj}.
\label{result}
\end{equation}
Replacing $\Phi$ by $Q$ thus divides the state by $\det R$ and changes nothing else.

The number $\det R$ can be negative or complex, because QR routines differ in the phases they give to the diagonal of $R$. The columns of $Q$ carry the compensating phases, so (\ref{result}) holds for each choice. Below, the diagonal is taken positive. If spin-up and spin-down electrons have separate matrices, the creators of each spin can be treated in turn, and the factor is $\det R_\uparrow\det R_\downarrow$.

The modulus of the factor is the norm of $|\Phi\rangle$. Indeed
\begin{equation}
\{a_i,a_j^\dagger\}=\sum_{pq}Q_{pi}^*Q_{qj}\{c_p,c_q^\dagger\}=(Q^\dagger Q)_{ij}=\delta_{ij},
\end{equation}
so the $a_i^\dagger$ fill orthonormal orbitals and $\langle Q|Q\rangle=1$. Hence $\langle\Phi|\Phi\rangle=|\det R|^2$. If the columns of $\Phi$ are linearly dependent, $\det R=0$ and $|\Phi\rangle=0$. A QR routine based on Householder reflections still returns an orthonormal $Q$, but this $Q$ no longer represents the walker.

\subsection{The four-orbital case}

Write $\phi_1,\phi_2$ for the columns of (\ref{phi}). Then $R_{11}=\ell_1=6$ and $q_1=(1,1,3,5)/6$. The overlap with the second column is
\begin{equation}
R_{12}=q_1\cdot\phi_2=\frac{6+4+6+20}{6}=6 .
\end{equation}
The remainder $\phi_2-6q_1=(5,3,-1,-1)$ has length $\sqrt{25+9+1+1}=6$, so $R_{22}=6$ and $q_2=(5,3,-1,-1)/6$. Therefore
\begin{equation}
R=\begin{pmatrix}6&6\\0&6\end{pmatrix},\qquad \det R=36 .
\end{equation}

To check this in the many-body state, expand $b_1^\dagger b_2^\dagger|0\rangle$ in the states $c_p^\dagger c_q^\dagger|0\rangle$ with $p<q$. The product contains $\Phi_{p1}\Phi_{q2}\,c_p^\dagger c_q^\dagger$ and $\Phi_{q1}\Phi_{p2}\,c_q^\dagger c_p^\dagger$, and the second changes sign on reordering. The amplitude is
\begin{equation}
C_{pq}=\Phi_{p1}\Phi_{q2}-\Phi_{q1}\Phi_{p2}.
\end{equation}
For example, $C_{13}(\Phi)=1\cdot2-3\cdot6=-16$, while $C_{13}(Q)=[1\cdot(-1)-3\cdot5]/36=-16/36$. All six amplitudes are
\begin{center}
\begin{tabular}{c|rrrrrr}
$pq$ & 12 & 13 & 14 & 23 & 24 & 34\\ \hline
$C_{pq}(\Phi)$ & $-2$ & $-16$ & $-26$ & $-10$ & $-16$ & $2$\\
$C_{pq}(Q)$ & $-0.056$ & $-0.444$ & $-0.722$ & $-0.278$ & $-0.444$ & $0.056$
\end{tabular}
\end{center}
Each ratio is 36. The numerical check obtains the upper row by applying creation-operator matrices to the vacuum, and the lower row from determinants of $Q$.

\section{Comparison of the two}

The estimate gave 50.9 and the exact factor is 36. Since $Q^\dagger Q=1$, the squared length of column $j$ is $\ell_j^2=\sum_{i\le j}|R_{ij}|^2\ge|R_{jj}|^2$, so
\begin{equation}
|\det R|=\prod_j|R_{jj}|\le\prod_j\ell_j=F_0 ,
\end{equation}
with equality when the columns are orthogonal. For two real columns at an angle $\theta$, $R_{22}=\ell_2\sin\theta$ and
\begin{equation}
\det R=\ell_1\ell_2\sin\theta=F_0\sin\theta .
\label{sine}
\end{equation}
Here $\cos\theta=R_{12}/\ell_2=6/\sqrt{72}=1/\sqrt2$, so $\theta=45^\circ$ and $50.9/\sqrt2=36$. The determinant measures the area spanned by the columns, whereas the estimate used their lengths.

\section{When the factor matters}

\subsection{One walker and a sum of walkers}

Take the four orbitals as sites of an open chain with
\begin{equation}
H=-t\sum_{p=1}^{3}\left(c_p^\dagger c_{p+1}+c_{p+1}^\dagger c_p\right)+V\sum_{p=1}^{3}n_pn_{p+1},
\end{equation}
where $n_p=c_p^\dagger c_p$ and $V=2t$. The hopping $t$ is the natural unit of energy. Let the trial state be $|T\rangle=c_1^\dagger c_2^\dagger|0\rangle$. The electron on site 2 can hop to site 3, and all other hops are blocked or lack an electron, so $H|T\rangle=V\,c_1^\dagger c_2^\dagger|0\rangle-t\,c_1^\dagger c_3^\dagger|0\rangle$. Because $H$ is Hermitian, the mixed energy is
\begin{equation}
E(\Phi)=\frac{\langle T|H|\Phi\rangle}{\langle T|\Phi\rangle}=V-t\,\frac{C_{13}}{C_{12}} .
\end{equation}
For our walker it is $2t-t(-16)/(-2)=-6t$, from $\Phi$ and from $Q$ alike, since $\det R$ cancels in the ratio. This ratio is not an expectation value and is no upper bound to the ground-state energy.

In a sum of walkers the factor does not cancel. Add a second walker with columns $(0,1,1,1)$ and $(1,0,1,0)$. It has $C_{12}=C_{13}=-1$, hence energy $2t-t=t$, and $\det R=2.236$. With unit weights on the original states,
\begin{equation}
E=\frac{(-2)(-6t)+(-1)(t)}{-2-1}=-3.667\,t .
\end{equation}
If both matrices are replaced by their $Q$ factors and the determinants are dropped, the overlaps become $-2/36=-0.056$ and $-1/2.236=-0.447$, and the same average gives $0.227\,t$. The correct rule follows from (\ref{result}):
\begin{equation}
w|\Phi\rangle=(w\det R)\,|Q\rangle .
\end{equation}
A plain weight $w$ must absorb $\det R$. With importance sampling the walker contributes $w|\Phi\rangle/\langle T|\Phi\rangle=w|Q\rangle/\langle T|Q\rangle$. The weight then stays as it is, and the stored overlap must be divided by $\det R$.

\subsection{Why the replacement is made}

Set $V=0$ and write $\hat h=\sum_{pq}h_{pq}c_p^\dagger c_q$ for the hopping term. From $[\hat h,c_q^\dagger]=\sum_p c_p^\dagger h_{pq}$, the operators $X_q(\tau)=e^{-\tau\hat h}c_q^\dagger e^{\tau\hat h}$ obey $dX_q/d\tau=-\sum_pX_ph_{pq}$, with the solution $X_q=\sum_pc_p^\dagger(e^{-\tau h})_{pq}$. Inserting $e^{\tau\hat h}e^{-\tau\hat h}=1$ between the creators in (\ref{state}), and using $e^{-\tau\hat h}|0\rangle=|0\rangle$, we find
\begin{equation}
e^{-\tau\hat h}|\Phi\rangle=|B\Phi\rangle,\qquad B=e^{-\tau h}.
\end{equation}
This is Thouless's theorem in the form used here: a one-body exponential turns a determinant into a determinant. Factorising after each step, $B\Phi=Q_1R_1$ and $BQ_{k-1}=Q_kR_k$, gives
\begin{equation}
e^{-n\tau\hat h}|\Phi\rangle=\Big(\prod_{k=1}^{n}\det R_k\Big)|Q_n\rangle .
\end{equation}

The vectors with components $\sin(k\pi p/5)$, which vanish at $p=0$ and $p=5$, are eigenvectors of $h$ with energies $\varepsilon_k=-2t\cos(k\pi/5)$. The lowest two are $-1.618\,t$ and $-0.618\,t$, and their sum is the ground-state energy $-2.236\,t$. After an imaginary time $\beta$ both columns grow as $e^{-\varepsilon_1\beta}$, but the state grows as $e^{-(\varepsilon_1+\varepsilon_2)\beta}$. By (\ref{sine}) the angle between the columns closes as
\begin{equation}
\sin\theta\sim e^{-(\varepsilon_2-\varepsilon_1)\beta}=e^{-t\beta}.
\end{equation}
At $\beta=50/t$ this is about $2\times10^{-22}$, far below the relative precision of double-precision numbers, about $10^{-16}$. The length estimate (\ref{estimate}) is then wrong by some 22 orders of magnitude.

The program takes 500 steps of $\tau=0.1/t$. Without QR the ratio of the two singular values of the matrix ends at $9\times10^{-17}$, which is the level of rounding and not the true ratio. The energy computed from the space spanned by the columns is wrong by up to about $2\,t$ during the last 100 steps, the precise figure depending on the rounding. With QR after each step, the error relative to the exact ground-state energy over the same last 100 steps stays at the level of rounding, about $10^{-15}\,t$.

The accumulated $\sum_k\ln\det R_k=115.27$ agrees with the logarithm of the norm found by diagonalization in Fock space. Of this, $2.236\times50=111.80$ is the growth of the ground state. The remaining 3.47 is the logarithm of the overlap, in modulus, of the initial $|\Phi\rangle$ with the normalised ground state, since the excited states have died out. The overlap is $e^{3.47}\approx32$, out of a norm of 36.

\section*{Calculated quantities}
\begin{verbatim}
Walker Phi, rows = orbitals 1-4 (dimensionless):
    1.0   6.0
    1.0   4.0
    3.0   2.0
    5.0   4.0
6*Q, rows = orbitals 1-4 (dimensionless):
    1.0000   5.0000
    1.0000   3.0000
    3.0000  -1.0000
    5.0000  -1.0000
R, row 1: 6.0000 6.0000
R, row 2: 0.0000 6.0000
det R = 36.000000
pair  C(Phi) from Fock space   C(Q) from minor   ratio
 12      -2.000000      -0.055556      36.000000
 13     -16.000000      -0.444444      36.000000
 14     -26.000000      -0.722222      36.000000
 23     -10.000000      -0.277778      36.000000
 24     -16.000000      -0.444444      36.000000
 34       2.000000       0.055556      36.000000
norm of |Phi> = 36.000000
norm of |Q>   = 1.000000
hopping t = 1.0 (energy unit), repulsion V = 2.0 t
overlap <T|Phi> = -2.000000, <T|Q> = -0.055556
mixed energy, walker 1: from Phi -6.000000 t, from Q -6.000000 t
walker 2 columns: [0. 1. 1. 1.] [1. 0. 1. 0.]
walker 2: det R = 2.236068, overlap <T|Phi> = -1.000000
mixed energy, walker 2: 1.000000 t
two-walker energy from original states: -3.666667 t
two-walker energy from Q, det R kept:    -3.666667 t
two-walker energy from Q, det R dropped: 0.226506 t
propagation: time step 0.1/t, 500 steps, total time 50.0/t
exact two-electron ground energy, V = 0: -2.236068 t
sum of log det R = 115.27224523
log norm from Fock diagonalization = 115.27224523
without QR: singular-value ratio at the end = 9.2e-17
largest energy error, last 100 steps, without QR: 2.2e+00 t
largest energy error, last 100 steps, with QR:    8.9e-16 t
\end{verbatim}
